# Van der Pauw's relation for a simply connected sheet of arbitrary shape, part 1

(Sections cited here and not found follow in the second part.)

A thin conducting sheet has an irregular outline. Four small contacts A, B, C, D sit on its edge, met in this order when the edge is followed counterclockwise, with the sheet on the left. Two resistances are measured:

$$R_1=\frac{V_D-V_C}{I}\quad\text{(current $I$ enters at A, leaves at B)},$$

$$R_2=\frac{V_A-V_D}{I}\quad\text{(current $I$ enters at B, leaves at C)}.$$

The task is to find the sheet resistance $R_s$ from these two numbers, without knowing the outline or the contact positions.

The sheet is bounded by one closed curve that does not cross itself, so it has no holes. Its conduction is ohmic, local, isotropic in the plane and the same at every lateral position, and there is no magnetic field. The contacts are idealized as points, and the voltmeter draws no current.

## First half: from the conduction problem to the relation

### (a) Reduce the problem to two dimensions

*The conductivity $\sigma(s)$ may depend on the depth $s$, as it does in a doped layer. Find the equation for the potential, and a sufficient condition for using it.*

**Solution.** Let the sheet occupy $0<s<t$, with insulating faces. For a doped layer the lower face is insulating only if a junction or an insulating substrate blocks current into the material below. Let $\nabla$ act on the lateral coordinates $x,y$. In steady state charge does not accumulate, so

$$\partial_s(\sigma\,\partial_sV)+\sigma\nabla^2V=0,\qquad \sigma\,\partial_sV=0\ \text{ at } s=0 \text{ and } s=t .$$

Integrating from the lower face to depth $s$ gives

$$\sigma\,\partial_sV=-\int_0^s\sigma\,\nabla^2V\,ds' .$$

If the potential changes by about $V_0$ over a lateral distance $L$, then $|\nabla^2V|$ is at most of order $V_0/L^2$. With $G=\int_0^t\sigma\,ds$, the change of $V$ through the thickness is therefore at most of order

$$V_0\,\frac{G}{L^2}\int_0^t\frac{ds}{\sigma}.$$

For uniform $\sigma$ this is $V_0\,t^2/L^2$. When $G\int ds/\sigma\ll L^2$, the potential depends on $x$ and $y$ alone to leading order. Integrating the first equation over the whole thickness then removes the face terms and leaves $G\nabla^2V=0$.

The current per unit width is the depth integral of $-\sigma\nabla V$:

$$\mathbf K=-\frac{1}{R_s}\nabla V,\qquad \frac1{R_s}=\int_0^t\sigma(s)\,ds,\qquad \nabla^2V=0. \tag{1}$$

All depths conduct in parallel under the same lateral field. For an activated dopant layer with carrier density $n(s)$ and mobility $\mu(s)$, $1/R_s=e\int\mu n\,ds$. Sheet resistance alone thus gives this product integral and does not separate carrier density from mobility.

No current crosses the edge except at the contacts. Close to a contact, within distances up to about $\sqrt{G\int ds/\sigma}$, the two-dimensional picture can fail. For uniform $\sigma$ this length is the thickness, but a poorly conducting inner layer can make it many times longer. The length is an upper estimate. When the poor conduction lies in an outer layer or in the tail of a profile, it greatly overstates the true reach. For a Gaussian profile of standard deviation $t/6$ it is about $600\,t$, while depth variations die out over about $0.12\,t$. The failure does not matter when the other contacts are much farther away than this length.

### (b) Solve the half-plane

*Let the sheet be the upper half-plane, with complex coordinate $\zeta$ and contacts at real positions $a<b<c<d$. Find $R_1$ and $R_2$.*

**Solution.** First let a current $I$ enter at $a$ alone. It spreads evenly over half-circles of length $\pi r$, where $r=|\zeta-a|$, so the radial current per unit width is $I/(\pi r)$. Equation (1) gives

$$\frac{dV}{dr}=-\frac{IR_s}{\pi r}\quad\Rightarrow\quad V=-\frac{IR_s}{\pi}\ln|\zeta-a|+\text{const}.$$

This is harmonic. Its current is radial, hence parallel to the edge at the edge, and the insulating condition holds.

A current leaving at $b$ contributes the same expression with $I\to-I$ and $a\to b$. Since (1) is linear, the two add:

$$V=-\frac{IR_s}{\pi}\ln\frac{|\zeta-a|}{|\zeta-b|}+\text{const}. \tag{2}$$

Far away the logarithm tends to zero and no net current escapes, so no return electrode at infinity is needed.

The voltages at $c$ and $d$ follow from (2):

$$V_D-V_C=-\frac{IR_s}{\pi}\left[\ln\frac{d-a}{d-b}-\ln\frac{c-a}{c-b}\right]
=\frac{IR_s}{\pi}\ln\frac{(c-a)(d-b)}{(d-a)(c-b)} .$$

Dividing by $I$, multiplying by $-\pi/R_s$ and exponentiating inverts the ratio:

$$e^{-\pi R_1/R_s}=\frac{(d-a)(c-b)}{(c-a)(d-b)}. \tag{3}$$

For $R_2$ the source is at $b$ and the sink at $c$:

$$V_A-V_D=-\frac{IR_s}{\pi}\left[\ln\frac{b-a}{c-a}-\ln\frac{d-b}{d-c}\right]
=\frac{IR_s}{\pi}\ln\frac{(c-a)(d-b)}{(b-a)(d-c)},$$

$$e^{-\pi R_2/R_s}=\frac{(b-a)(d-c)}{(c-a)(d-b)}. \tag{4}$$

Both right-hand sides are unchanged when all distances are multiplied by one factor. The resistances therefore do not depend on the size of the arrangement, which is why sheet resistance is quoted in ohms per square.

### (c) Eliminate the contact positions

*Find a relation among $R_1$, $R_2$ and $R_s$ that contains no position.*

**Solution.** Write the three gaps as $p=b-a$, $q=c-b$, $r=d-c$. The sum of the numerators of (3) and (4) is

$$(d-a)(c-b)+(b-a)(d-c)=(p+q+r)q+pr=pq+q^2+qr+pr .$$

The common denominator is

$$(c-a)(d-b)=(p+q)(q+r)=pq+pr+q^2+qr .$$

They are equal, so adding (3) and (4) gives

$$\boxed{\,e^{-\pi R_1/R_s}+e^{-\pi R_2/R_s}=1\,} \tag{5}$$

for the half-plane. The reason an elimination is possible is a count of unknowns. The four positions enter (3) and (4) through one combination, since the second ratio is one minus the first. Two measurements then suffice for two unknowns, that combination and $R_s$.

Each ratio is positive, and the two add to one, so each lies between 0 and 1. Hence $R_1$ and $R_2$ are both positive with the stated polarities.

### (d) Carry the result to an arbitrary outline

*Show that the irregular sheet obeys the same relation.*

**Solution.** Let $z=x+iy$ be the coordinate in the sheet. Because $V$ is harmonic and the sheet is simply connected, there is a single-valued function $\Psi$ with

$$\partial_xV=\partial_y\Psi,\qquad \partial_yV=-\partial_x\Psi ,$$

so that $V+i\Psi$ is an analytic function of $z$.

The function $\Psi$ counts current. Along a path element $(dx,dy)$, the vector $(dy,-dx)$ points to the right of the path. The current crossing from left to right is

$$K_x\,dy-K_y\,dx=-\frac{\partial_xV\,dy-\partial_yV\,dx}{R_s}
=-\frac{\partial_y\Psi\,dy+\partial_x\Psi\,dx}{R_s}=-\frac{d\Psi}{R_s}. \tag{6}$$

An insulating edge is therefore an edge on which $\Psi$ is constant. At a contact carrying current $I$ into the sheet, $\Psi$ jumps by $IR_s$ between the two adjoining stretches of edge. This description needs no normal direction, so it also serves at corners.

Two theorems of complex analysis are now used. The Riemann mapping theorem states that a simply connected region other than the whole plane is the one-to-one analytic image of the upper half-plane. Carathéodory's theorem states that, when the region is bounded by a closed curve that does not cross itself, this map extends continuously and one-to-one to the boundary. Let $z=g(\zeta)$ be such a map.

Analytic maps preserve orientation. Following the sheet's edge with the sheet on the left corresponds to following the real axis from left to right. The map can be chosen so that an edge point between D and A comes from infinity. The contacts then come from real points $a<b<c<d$.

Regard $V+i\Psi$ as a function of $\zeta$. It has three properties:

- It is analytic, being an analytic function of an analytic function, so $V$ is harmonic in $\zeta$.
- $\Psi$ is constant on each interval between contacts, so the real axis is insulating there.
- The jumps of $\Psi$ are unchanged, so each contact carries the same current with the same $R_s$.

This is the half-plane problem of part (b). It remains to show that its solution is unique apart from a constant. Point contacts are limits of small ones, and the potential is allowed to grow no faster than a logarithm there.

Let $U+i\Phi$ be the difference of two solutions with equal contact currents. The jumps cancel, so $\Phi$ has one constant value on the real axis, which may be set to zero. Reflection, $U(\bar\zeta)=U(\zeta)$ and $\Phi(\bar\zeta)=-\Phi(\zeta)$, extends the difference analytically to the lower half-plane. Its possible singularities are isolated points at the contacts and at infinity.

At a contact, $U$ grows at most logarithmically. A pole or an essential singularity would make it grow faster, so there is no singularity. At infinity, which represents an ordinary insulating edge point, $U$ is bounded, and the same reasoning applies. The difference is thus analytic and bounded in the whole plane, and by Liouville's theorem it is constant.

Voltage differences in the sheet therefore equal those in the half-plane, and (5) holds for the irregular sheet.

A contact at a corner of opening angle $\alpha$ illustrates this. Its current spreads over arcs of length $\alpha r$, so near it $V\approx-(IR_s/\alpha)\ln r$, which differs from the straight-edge form. The map that straightens the corner has $|\zeta-a|\propto r^{\pi/\alpha}$. Hence $-(IR_s/\pi)\ln|\zeta-a|$ becomes $-(IR_s/\alpha)\ln r$ plus a constant, as required.

The absence of holes enters through the map. A region with a hole cannot be mapped continuously and one-to-one onto a half-plane, and the argument stops there. Part (i) shows what a hole does to the reading.

### (e) Show that the readings determine the sheet resistance

*For given positive $R_1$ and $R_2$, how many values of $R_s$ satisfy the relation? What happens when two contacts approach each other?*

**Solution.** Call the left side of (5) $S(R_s)$. Its derivative is

$$\frac{dS}{dR_s}=\frac{\pi}{R_s^2}\left(R_1e^{-\pi R_1/R_s}+R_2e^{-\pi R_2/R_s}\right)>0 .$$

As $R_s\to0$ both exponentials vanish and $S\to0$. As $R_s\to\infty$ both tend to one and $S\to2$. The continuous, strictly rising function $S$ passes through 1 once, so there is one solution.

If $R_1=R_2=R$, as for a disc with four equally spaced contacts, then $2e^{-\pi R/R_s}=1$ and

$$R_s=\frac{\pi}{\ln2}\,R\approx4.53\,R .$$

If A approaches B, the gap $b-a$ in (4) tends to zero. Then $\varepsilon=e^{-\pi R_2/R_s}\to0$, and $R_2$ grows logarithmically, because in the second measurement the voltage probe A sits next to the source B. From (5), $e^{-\pi R_1/R_s}=1-\varepsilon$. With $\ln(1-\varepsilon)\approx-\varepsilon$,

$$R_1\approx\frac{R_s}{\pi}\,e^{-\pi R_2/R_s}.$$

In the first measurement, source and sink nearly coincide and little voltage reaches C and D. The relation still holds, but $R_1$ becomes hard to measure.

## Second half: use, accuracy and limits

The first half established the following. Contacts A, B, C, D follow one another counterclockwise on the edge. $R_1=(V_D-V_C)/I$ for current from A to B, and $R_2=(V_A-V_D)/I$ for current from B to C. For a uniform, thin, hole-free sheet with point contacts on its edge,

$$e^{-\pi R_1/R_s}+e^{-\pi R_2/R_s}=1, \tag{5}$$

and this has one solution $R_s$. The two exponentials equal the distance ratios (3) and (4) of the contact images $a<b<c<d$ on the edge of a half-plane with coordinate $\zeta$.

### (f) Put the relation into a form for computation

*Express $R_s$ through the mean of the two readings and a correction factor. Find the factor for nearly equal readings, and find how reading errors affect $R_s$.*

**Solution.** Define

$$\bar R=\frac{R_1+R_2}{2},\qquad \delta=\frac{R_1-R_2}{R_1+R_2},\qquad u=\frac{\pi\bar R}{R_s}.$$

Then $R_1=\bar R(1+\delta)$ and $R_2=\bar R(1-\delta)$, and (5) becomes

$$e^{-u}\left(e^{-u\delta}+e^{u\delta}\right)=2e^{-u}\cosh(u\delta)=1 .$$

Taking the logarithm gives

$$u=\ln2+\ln\cosh(u\delta). \tag{7}$$

Write $R_s=(\pi/\ln2)\,\bar R f$, so that $u=\ln2/f$. The factor $f$ obeys

$$\cosh\!\left(\frac{\delta\ln2}{f}\right)=\frac12\,e^{\ln2/f}.$$

Because $\ln\cosh\ge0$, (7) gives $u\ge\ln2$ and hence $f\le1$. Using the plain mean with $f=1$ overestimates $R_s$ when the readings differ.

For small $\delta$, $\ln\cosh(u\delta)\approx u^2\delta^2/2$, and $u$ may be replaced by $\ln2$ in this small term:

$$u\approx\ln2\left(1+\frac{\ln2}{2}\delta^2\right),\qquad f\approx1-\frac{\ln2}{2}\,\delta^2 . \tag{8}$$

For larger $\delta$, (7) can be iterated by inserting the latest $u$ on the right. The derivative of the right side with respect to $u$ is $\delta\tanh(u\delta)$. Its magnitude is at most $|\delta|<1$, so the iteration converges.

For the reading errors, write $e_i=e^{-\pi R_i/R_s}$ and differentiate (5):

$$\sum_i e_i\left(-\frac{\pi\,dR_i}{R_s}+\frac{\pi R_i\,dR_s}{R_s^2}\right)=0
\quad\Rightarrow\quad \sum_ie_i\,dR_i=\frac{dR_s}{R_s}\sum_ie_iR_i .$$

Therefore

$$\frac{dR_s}{R_s}=w_1\frac{dR_1}{R_1}+w_2\frac{dR_2}{R_2},\qquad w_i=\frac{R_ie_i}{R_1e_1+R_2e_2}. \tag{9}$$

The weights are positive and add to one. A calibration error common to both readings passes unchanged into $R_s$, and to first order unequal errors are averaged, not amplified.

For a uniform, thin, hole-free sheet with point contacts on its edge, relation (5) determines $R_s$ from the two readings alone, and (7) to (9) give a way to compute it and to follow reading errors. What remains is to allow uniform anisotropy, work through an irregular aluminium film, and estimate the effects of geometric faults and other measurement errors.
